Negative-energy states and the Thomson amplitude of a Dirac electron

Q: I scatter soft X-rays from nearly free electrons and explain the result with the A² term of the Schrödinger Hamiltonian. The Dirac Hamiltonian has no A² term. What must it reproduce?

A: Let us fix that target first. I use Gaussian atomic units, with ħ = m = 1, electron charge −1 and speed of light c, so the rest energy is c². The Schrödinger Hamiltonian in a vector potential is

(p + A/c)²/2 = p²/2 + (p·A + A·p)/(2c) + A²/(2c²).

The incoming photon has wave vector k, polarization ε and energy ω = ck; primes mark the outgoing one. I strip off the photon normalization factors and write

A = ε exp(ik·r) + ε'* exp(−ik'·r),

where the first term absorbs and the second emits. Both photons are in the radiation gauge of the electron's rest frame: the scalar potential φ is zero, and k·ε = k'·ε' = 0.

Scattering needs one absorption and one emission. The square A² contains that product twice, so A²/(2c²) gives

M = 2 ε'*·ε/(2c²) = ε'*·ε/c².

This is the Thomson amplitude, written as an effective interaction matrix element; the usual scattering amplitude is −M. The length 1/c² is the classical electron radius, 2.818×10⁻⁵ Å (5.325×10⁻⁵ bohr).

Q: Doesn't the p·A term also contribute, in second order?

A: Not for a spinless electron at rest. Between momenta p and p' it gives (p + p')·e/(2c), where e is the polarization vector. If absorption comes first, p = 0 and p' = k, and k·ε = 0. If emission comes first, p' = −k', and k'·ε'* = 0. The first step vanishes in both orders, which leaves A² alone.

Q: Now the Dirac electron. What replaces the missing term?

A: The free Hamiltonian is h = cα·p + βc². Replacing p by p + A/c adds

V = α·A,

which is linear in A. Two photons therefore require second order, with a sum over intermediate states n. Each denominator is the initial total energy c² + ω minus the intermediate total energy. After absorption no photon is present, so the denominator is c² + ω − Eₙ. After emission both photons are present, and it is c² + ω − (Eₙ + ω + ω') = c² − ω' − Eₙ. Hence

M = Σₙ ⟨f|α·ε'*|n⟩⟨n|α·ε|i⟩/(c² + ω − Eₙ)
  + Σₙ ⟨f|α·ε|n⟩⟨n|α·ε'*|i⟩/(c² − ω' − Eₙ).

Momentum conservation gives n momentum k in the first line and −k' in the second. The free states at each momentum have energies of both signs, and completeness requires both. I call the two parts of the sum M₋ and M₊.

Q: Which part contains the Thomson term?

A: In this gauge, M₋. Write a four-component state as (upper, lower). The electron at rest is (χ, 0), and α exchanges the two halves:

α·ε (χ, 0) = (0, σ·ε χ).

At low photon momentum the negative-energy states are (0, η) to leading order, and the two spinors η form a complete set. Their energy is close to −c², so both denominators are close to 2c². Summing over η gives

M₋ ≈ [σ·ε'* σ·ε + σ·ε σ·ε'*]/(2c²),

understood as a 2×2 matrix between initial and final spin. The identity

σ·a σ·b = a·b + iσ·(a×b)

makes the cross products cancel and the scalar products add:

M₋ ≈ 2 ε'*·ε/(2c²) = ε'*·ε/c².

The factor 2 that came from the two cross terms of A² now comes from the two time orders.

Q: Those states are about 1 MeV away. Why aren't they beaten by the positive-energy states, which are nearly degenerate with the initial one?

A: Because α barely connects the positive-energy states to each other. To first order in p/c such a state is (χ, σ·p χ/(2c)), so a vertex with polarization e is

χ'†[σ·e σ·p + σ·p' σ·e]χ/(2c)
= χ'†[(p + p')·e + iσ·((p' − p)×e)]χ/(2c).

The second line follows from the same identity, with e×p = −p×e. For our photons, momenta are of order ω/c, so each vertex is of order ω/c². Two vertices divided by a denominator of order ω give

(ω/c²)²/ω = ω/c⁴.

The negative-energy vertices are of order one, and their denominator gives 1/c². The positive part is thus smaller by a factor of order ω/c², in spite of its small denominators.

Q: I'd like the coefficient, not just the order.

A: Define b = k̂×ε and b' = k̂'×ε'*. At this order ω' may be replaced by ω. If absorption comes first, the momenta run 0 → k → k − k'. The product of the later and earlier vertices, divided by ω, is

[2k·ε'* − iσ·(k'×ε'*)] [iσ·(k×ε)]/(4c²ω)
= ω/(4c⁴) [2i(k̂·ε'*) σ·b + σ·b' σ·b].

If emission comes first, they run 0 → −k' → k − k', and the denominator is −ω:

−[−2k'·ε + iσ·(k×ε)] [−iσ·(k'×ε'*)]/(4c²ω)
= −ω/(4c⁴) [2i(k̂'·ε) σ·b' + σ·b σ·b'].

In the sum, σ·b' σ·b − σ·b σ·b' = 2iσ·(b'×b), so

M₊ = iω/(2c⁴) σ·[(k̂·ε'*)b − (k̂'·ε)b' + b'×b] + O(ω²/c⁶).

M₋ has a term of the same order, because its denominators differ slightly. Using 1/(2c² ± ω) ≈ [1 ∓ ω/(2c²)]/(2c²), the extra piece is

−ω/(4c⁴)[σ·ε'* σ·ε − σ·ε σ·ε'*] = −iω/(2c⁴) σ·(ε'*×ε).

Spinor corrections to M₋ enter later: the initial state has no lower component, so the small components of f and n occur as a product, of relative order (ω/c²)². Both formulas were tested with elliptical polarization against sums over numerically diagonalized states. Halving ω reduced the remainders by factors of 3.999 and 4.001, as a quadratic remainder should.

Q: Can you put numbers on a geometry I could use?

A: Take 1000 eV photons scattered by 60°, with both polarizations linear and in the scattering plane. Let k̂ = (0, 0, 1), ε = (1, 0, 0), k̂' = (sin θ, 0, cos θ) and ε' = (cos θ, 0, −sin θ). Then ε'·ε = 0.5, and the expected amplitude is

0.5 × 2.81794×10⁻⁵ Å = 1.40897×10⁻⁵ Å.

The spin-independent part of a 2×2 amplitude is half its trace. For the negative-energy states:

absorption first: denominator 1022998.9 eV, contribution 7.03794×10⁻⁶ Å
emission first: denominator 1020999.9 eV, contribution 7.05172×10⁻⁶ Å

They add to 1.40897×10⁻⁵ Å. The smaller denominator gives the slightly larger half.

The positive-energy denominators are 999.0 eV and −1000.0 eV, about a thousand times smaller in size. For M₊, both b and b' are the unit vector ŷ, while k̂·ε' = −sin θ and k̂'·ε = sin θ. The formula becomes

M₊ = −i(ω sin θ/c⁴) σ_y.

Its size is (1000/510999) × 0.8660 × 2.81794×10⁻⁵ Å = 4.776×10⁻⁸ Å. The full sum gives 4.773×10⁻⁸ Å, which is 0.34% of M₋.

Q: And in the count rate?

A: That needs the cross section. In unit volume each photon carries a factor √(2πc²/ω), with ω' for the outgoing one. The golden rule, divided by the incident flux c, gives

dσ/dΩ = (2π/c)|M|² (2πc²/ω)(2πc²/ω') ω'²/[(2π)³c³J]
      = (ω'/ω)|M|²/J,

where J = d(ω' + E_f)/dω' at fixed angle. From E_f² = c⁴ + ω² + ω'² − 2ωω' cos θ,

J = 1 + (ω' − ω cos θ)/E_f = [c² + ω(1 − cos θ)]/E_f.

The last step uses E_f + ω' = c² + ω. The Compton relation ω' = ω/[1 + ω(1 − cos θ)/c²] turns this into J = c²ω/(ω'E_f). Averaging over initial spin and summing over final spin,

dσ/dΩ = (ω'/ω)²(E_f/c²) ½Σ|M|².

The full amplitude gives 1.9813×10⁻¹⁰ Å²/sr. The Thomson value is (1.40897×10⁻⁵ Å)² = 1.9852×10⁻¹⁰ Å²/sr. The full result is 0.20% lower, which is accounted for by (ω'/ω)² = (999.022/1000)² = 0.9980. With M₊ alone you would get 2.274×10⁻¹⁵ Å²/sr, too small by a factor of about 87,000.

Q: Suppose I set the polarizations perpendicular, so that the Thomson term is zero. What is left?

A: The spin terms, and then both parts matter. Keep ε = (1, 0, 0), but take ε' = (0, 1, 0). Now ε'×ε = −ẑ, so

M₋ = iω/(2c⁴) σ_z.

For the positive part, b = ŷ, b' = (−cos θ, 0, sin θ), k̂·ε' = 0, k̂'·ε = sin θ, and b'×b = (−sin θ, 0, −cos θ). The vector in M₊ is

−sin θ b' + b'×b = (sin θ cos θ − sin θ, 0, −sin²θ − cos θ).

Adding ẑ from M₋ and using 1 − sin²θ = cos²θ gives

(cos θ − 1)(sin θ, 0, cos θ) = −(1 − cos θ)k̂'.

Therefore

M = −iω(1 − cos θ)/(2c⁴) σ·k̂',
½Σ|M|² = ω²(1 − cos θ)²/(4c⁸).

The polarized Klein–Nishina formula is

dσ/dΩ = (1/(4c⁴))(ω'/ω)²[ω/ω' + ω'/ω − 2 + 4(ε·ε')²].

For perpendicular polarizations the bracket is (ω − ω')²/(ωω') ≈ [ω(1 − cos θ)/c²]², which gives the same low-energy result. The full numerical amplitude was also tested against Klein–Nishina at 60° for photon energies of 1, 100 and 500 keV, with ε along x and ε' in the scattering plane, perpendicular to it, or a combination of the two.

Q: Is there a simple reason for the positive sign of the A² term?

A: Level repulsion. Put an electron with canonical momentum p = 0 in a uniform static A along x. Then H = Aα_x + βc². Since α_x and β anticommute and each squares to one, H² = A² + c⁴, and the upper level is

E = √(c⁴ + A²) = c² + A²/(2c²) − A⁴/(8c⁶) + …

In perturbation theory the coupling is A and the gap to the lower level is 2c², so the upper level rises by A²/(2c²). For A = 0.01c² = 5110 eV the shift is 25.54931 eV, against 25.54995 eV from the quadratic term. The difference, divided by the quadratic term, is 2.5×10⁻⁵, which is the ratio A²/(4c⁴) of the quartic term to the quadratic one.

A uniform static A has no electric or magnetic field. At fixed canonical momentum, however, it gives the electron kinetic momentum A/c, whose kinetic energy is (A/c)²/2. This is the same number.

Q: Can the A² operator itself be recovered, rather than its value in one process?

A: Yes, by eliminating the lower component. Let π = p + A/c, and measure the energy W from c². With upper component u and lower component v, the Dirac equation is

W u = cσ·π v,
(2c² + W) v = cσ·π u.

For |W| ≪ 2c², the second line gives v ≈ σ·π u/(2c). Inserting it into the first,

W u ≈ ½(σ·π)² u = [π²/2 + σ·B/(2c)]u,

where B = ∇×A. The spin term follows from (σ·π)² = π² + iσ·(π×π) and π×π = −iB/c. For a time-dependent field W becomes i∂/∂t, and the same step holds if the field and the motion are slow compared with 2c².

The π²/2 term contains A²/(2c²). In this reduced description A² stands for the negative-energy states, so one must not add their Thomson contribution again.

Q: But in hole theory those states are filled. How can my electron pass through them?

A: It doesn't. Consider absorption first. A sea electron n, with momentum −k', absorbs the incoming photon and becomes the final electron f. The initial electron i then emits the outgoing photon and drops into the hole. The denominator is

c² + ω − (c² + E_f − Eₙ) = ω − E_f + Eₙ.

Energy conservation, E_f = c² + ω − ω', turns this into −(c² − ω' − Eₙ). It is minus the denominator of the one-electron term with emission first, and the two matrix elements are also the same.

The remaining sign comes from exchange. With a† and a as electron creation and annihilation operators, the two jumps give

aₙ†aᵢ a_f†aₙ = −a_f†aᵢ aₙ†aₙ,

and aₙ†aₙ = 1 for a filled state. The two minus signs cancel.

If emission comes first, n has momentum k and the denominator is

c² + ω − (c² + E_f − Eₙ + ω + ω') = −(c² + ω − Eₙ),

which matches the one-electron term with absorption first. Filling the sea therefore swaps the time orders and leaves M₋ unchanged.

This was tested in an explicit many-electron space built from the eight spin states involved. In the 1000 eV example the filled-sea denominator for absorption first is −1020999.9 eV, and its contribution is 7.05172×10⁻⁶ Å, the value found earlier for emission first.

Q: Then may I say that Thomson scattering is physically caused by negative-energy states?

A: Only with the gauge stated. The total amplitude is gauge invariant, but its division into M₋ and M₊ is not. Add λ(1, k̂) to the incoming (φ, A). This is a pure gauge field, with gauge function −iλ(c/ω) exp(ik·r − iωt). Since V = α·A − φ, the added vertex is

G = λ(α·k̂ − 1).

For a transition from momentum p to p + k, ω α·k̂ = h(p + k) − h(p). Between energy eigenstates m and n this gives

⟨n|G|m⟩ = λ(Eₙ − Eₘ − ω)⟨n|m⟩/ω,

where ⟨n|m⟩ is the overlap of the spinors. With absorption first, the numerator cancels the denominator, and completeness leaves −(λ/ω)⟨f|α·ε'*|i⟩. With emission first, energy conservation makes the denominator E_f − ω − Eₙ, and the result is +(λ/ω)⟨f|α·ε'*|i⟩. They cancel, provided that states of both signs are included.

The separate parts do change. To leading order M₋ sees the new vector potential:

M₋ → (ε + λk̂)·ε'*/c².

The scalar part of G connects i (absorption first) or f (emission first) to negative-energy states only through small components, of order ω/c², so it does not enter at this order. In the positive part, the two vertices found earlier give

−(λ/ω)[2k·ε'* − iσ·(k'×ε'*)]/(2c) + (λ/ω)[−iσ·(k'×ε'*)]/(2c)
= −λ k̂·ε'*/c².

This compensates the change in M₋.

Q: Could the negative-energy part be removed altogether?

A: Its leading term can. Shifting the incoming photon alone is enough if k̂·ε'* is not zero. If it is zero, one can also add λ'(1, k̂') to the outgoing photon: for ε = ε' = ŷ at 60°, λ = 1 and λ' = −2 remove the leading term and leave the total unchanged. In the 60° example we need cos θ − λ sin θ = 0, so λ = 0.5774. The spin-independent parts are then

negative-energy states: 1.3×10⁻¹⁴ Å
positive-energy states: 1.40897×10⁻⁵ Å

The total is the same as before. The very small figure belongs to the spin-independent part and to this angle: at 60° it scales as ω³, whereas at 45° and 72°, with λ = cot θ, it scales as ω² and equals 1.1×10⁻¹¹ Å and −1.0×10⁻¹¹ Å at 1000 eV. The negative part also keeps a spin-dependent term linear in ω, of size 2.4×10⁻⁸ Å in the 60° example. What is established is that the sum over states of both signs is observable, while the attribution to one sign depends on the gauge.

Q: At what photon energy should I stop trusting the simple picture?

A: For an electron initially at rest, the parameter is ω/c². For the 60° in-plane geometry in the radiation gauge:

10 eV: M₋ = 1.40897×10⁻⁵ Å, M₊ = 4.776×10⁻¹⁰ Å
1000 eV: M₋ = 1.40897×10⁻⁵ Å, M₊ = 4.773×10⁻⁸ Å
100000 eV: M₋ = 1.373×10⁻⁵ Å, M₊ = 4.505×10⁻⁶ Å

Here M₋ means its spin-independent part, and M₊ the largest singular value of its spin matrix. At 100 keV the former is 2.5% below the Thomson value, and M₊ has grown to about a third of it. The tree amplitude remains usable there, but neither part may be dropped.

The calculation also assumes a free electron initially at rest. A moving electron brings a second parameter, v/c, because p·ε and p·ε'* no longer vanish. For an initial momentum of 1 atomic unit (v/c = 0.0073) in the 60° geometry, M₊ has a spin-independent part of −0.63% of M₋ for motion along +x, +0.64% along −x and −1.1% along +z, nearly the same at 100 eV and 1000 eV. At 1000 eV this exceeds the 0.34% found at rest. Binding changes the intermediate states and their energies, so these numbers do not describe scattering near an atomic resonance. The remaining values for this example are in the numerical output.

Values computed for the example and the checks

```
rest energy c^2 = 510998.951 eV
classical electron radius 1/c^2 = 2.8179403e-05 angstrom
same radius in atomic units = 5.3251354e-05 bohr
scattering angle = 60.0 degrees
polarization product = 0.5000 (no unit)
Thomson amplitude = 1.4089702e-05 angstrom
incoming photon = 1000.000 eV
outgoing photon = 999.022 eV
absorb first: negative-state denominator = 1022998.880 eV
absorb first: positive-state denominator = 999.022 eV
absorb first: negative-state half-trace = 7.0379408e-06 angstrom
emit first: negative-state denominator = 1020999.855 eV
emit first: positive-state denominator = -999.999 eV
emit first: negative-state half-trace = 7.0517204e-06 angstrom
filled sea, absorb first: denominator = -1020999.855 eV
filled sea, absorb first: half-trace = 7.0517204e-06 angstrom
filled sea, emit first: half-trace = 7.0379408e-06 angstrom
table: half-trace of negative share, largest singular value of positive
10 eV: negative = 1.408970e-05 angstrom, positive = 4.775736e-10 angstrom
1000 eV: negative = 1.408966e-05 angstrom, positive = 4.773418e-08 angstrom
100000 eV: negative = 1.373211e-05 angstrom, positive = 4.504729e-06 angstrom
1000 eV: first-order positive size = 4.775759e-08 angstrom
remainder ratio on halving photon energy: negative = 3.9992, positive = 4.0011
1000 eV: full cross section = 1.981320e-10 angstrom^2/sr
1000 eV: positive states only = 2.274104e-15 angstrom^2/sr
Thomson cross section = 1.985197e-10 angstrom^2/sr
static potential energy scale A = 5109.990 eV
static level shift = 25.54931 eV
static A^2/(2 c^2) = 25.54995 eV
gauge shift lam = 0.577350 (no unit)
shifted gauge: negative half-trace = 1.320568e-14 angstrom
shifted gauge: positive half-trace = 1.408967e-05 angstrom
either gauge: total half-trace = 1.408967e-05 angstrom
```
